**Elmore delay as an upper bound on the 50 percent delay of RC trees**

The program examines the result v_i(T_i) > 1/2, where v_i is the unit-step response at node i of a tree with grounded capacitors and T_i is its Elmore delay; it follows that the 50 percent time t50 is below T_i. It asserts that the modal response agrees with a matrix exponential, that T_i equals the area above the step response, and that the poles and zeros of each stage interlace. It also asserts the integral representation of the transfer function, the symbolic derivative behind the key monotonicity, and the agreement of the half-wave sum with the time-domain response. In the seven-node example, t50/T_i runs from 0.40 to 0.71. The bound holds at all 3203 nodes of 500 random trees, where the lowest v_i(T_i) is 0.596. A four-capacitor tree shows an impulse response with two maxima and still obeys the bound. Chains whose impedance rises 100-fold per stage reach t50/T = 0.957 at eight stages.

## Program and output

```python
"""
Result under test: in an RC tree with every capacitor grounded, driven at its
root by an ideal unit step from rest, the Elmore delay T_i of every node i
exceeds its 50 percent delay t50, that is v_i(T_i) > 1/2.
Symbols: R[k] resistor from node k to its parent, C[k] capacitor to ground,
G conductance matrix, v step response, h = dv/dt impulse response,
H(s) transfer function, theta(w) = w*T_i + arg H(i w).
Units: kilo-ohm, femtofarad, picosecond (1 kilo-ohm * 1 fF = 1 ps).
Parent -1 denotes the source.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import gamma


class Tree:
    def __init__(self, parent, R, C):
        self.parent = list(parent)
        self.R = np.array(R, float)
        self.C = np.array(C, float)
        self.n = len(self.parent)
        self.G = np.zeros((self.n, self.n))
        self.drive = np.zeros(self.n)
        for k, p in enumerate(self.parent):
            g = 1 / self.R[k]
            self.G[k, k] += g
            if p < 0:
                self.drive[k] += g
            else:
                self.G[p, p] += g
                self.G[k, p] -= g
                self.G[p, k] -= g
        root_c = np.sqrt(self.C)
        self.A = self.G / np.outer(root_c, root_c)
        self.rate, U = np.linalg.eigh(self.A)
        self.weight = (U / root_c[:, None]) * (root_c @ U)

    def path(self, i):
        nodes = []
        while i >= 0:
            nodes.append(i)
            i = self.parent[i]
        return nodes

    def elmore(self, i):
        own = set(self.path(i))
        return sum(self.C[j] * sum(self.R[k] for k in self.path(j)
                                   if k in own) for j in range(self.n))

    def v(self, i, t):
        return 1 - self.weight[i] @ np.exp(-self.rate * t)

    def h(self, i, t):
        return (self.weight[i] * self.rate) @ np.exp(-self.rate * t)

    def t50(self, i):
        # the wide bracket does not presuppose the bound under test
        return brentq(lambda t: self.v(i, t) - 0.5, 0, 50 * self.elmore(i),
                      xtol=1e-12)

    def transfer(self, i, s):
        return np.linalg.solve(self.G + s * np.diag(self.C), self.drive)[i]

    def stage(self, k):
        """Poles and zeros (as positive rates) of V_k / V_parent(k)."""
        sub = [j for j in range(self.n) if k in self.path(j)]
        rest = [j for j in sub if j != k]
        poles = np.linalg.eigvalsh(self.A[np.ix_(sub, sub)])
        zeros = (np.linalg.eigvalsh(self.A[np.ix_(rest, rest)])
                 if rest else np.array([]))
        return poles, zeros


# Worked tree
tree = Tree([-1, 0, 1, 2, 1, 4, 0],
            [1.0, 0.5, 0.5, 0.5, 0.8, 0.8, 2.0],
            [5.0, 10.0, 10.0, 20.0, 15.0, 8.0, 30.0])

# Modal response against the matrix exponential; Elmore delay against area
for t in (5.0, 60.0, 200.0):
    direct = 1 - expm(-tree.G / tree.C[:, None] * t) @ np.ones(tree.n)
    assert np.allclose(direct, [tree.v(i, t) for i in range(tree.n)],
                       atol=1e-10)
for i in range(tree.n):
    horizon = 45 / tree.rate[0]
    area = quad(lambda t: 1 - tree.v(i, t), 0, horizon, limit=300)[0]
    assert abs(area / tree.elmore(i) - 1) < 1e-7
    assert all(tree.h(i, t) > 0 for t in np.geomspace(0.1, 1000, 200))

# Interlacing, and the positive-interval representation of H
for k in range(tree.n):
    p, z = tree.stage(k)
    assert np.all(p[:-1] <= z + 1e-12) and np.all(z <= p[1:] + 1e-12)
for i in range(tree.n):
    T = tree.elmore(i)
    for w in (0.3 / T, 2 / T, 9 / T):
        loss = theta = mean = 0.0
        for k in tree.path(i):
            p, z = tree.stage(k)
            for lo, hi in zip(p, np.append(z, np.inf)):
                # u = 1/a turns each interval into a finite one
                a, b = 1 / hi, 1 / lo
                loss += quad(lambda u: w**2 * u / (1 + (w*u)**2), a, b)[0]
                theta += quad(lambda u: w**3 * u**2 / (1 + (w*u)**2),
                              a, b)[0]
                mean += b - a
        direct = tree.transfer(i, 1j * w) * np.exp(1j * w * T)
        assert abs(direct - np.exp(-loss + 1j * theta)) < 1e-7
        assert abs(mean / T - 1) < 1e-9

# Positivity of the derivative of w*theta'(w), kernel by kernel
w_s, a_s = sp.symbols("w a", positive=True)
kernel = w_s**3 / (a_s**2 + w_s**2)
slope = sp.diff(w_s * sp.diff(kernel, w_s), w_s)
claimed = (w_s**2 * (9*a_s**4 + 2*a_s**2*w_s**2 + w_s**4)
           / (a_s**2 + w_s**2)**3)
assert sp.simplify(slope - claimed) == 0

# g = |H| / (w theta') decreases, from direct complex solutions
for i in range(tree.n):
    T = tree.elmore(i)
    w = np.geomspace(0.1 / T, 100 / T, 400)
    phase = np.unwrap([np.angle(tree.transfer(i, 1j * x)) for x in w])
    theta = w * T + phase
    mid = np.sqrt(w[1:] * w[:-1])
    size = np.array([abs(tree.transfer(i, 1j * x)) for x in mid])
    g = size * np.diff(np.log(w)) / np.diff(theta)
    assert np.all(np.diff(theta) > 0) and np.all(np.diff(g) < 0)


def half_waves(i, count):
    """Successive contributions to v_i(T_i) - 1/2 between theta = k*pi."""
    T = tree.elmore(i)
    stages = [tree.stage(k) for k in tree.path(i)]
    p = np.concatenate([s[0] for s in stages])
    z = np.concatenate([s[1] for s in stages])

    def theta(x):
        return x*T - np.arctan(x / p).sum() + np.arctan(x / z).sum()

    def integrand(x):
        size = np.sqrt(np.prod(1 + (x/z)**2) / np.prod(1 + (x/p)**2))
        return size * np.sin(theta(x)) / (np.pi * x)

    edges = [0.0]
    for k in range(1, count + 1):
        top = (k*np.pi + len(stages)*np.pi/2 + 0.1) / T
        edges.append(brentq(lambda x: theta(x) - k*np.pi, edges[-1], top,
                            xtol=1e-14))
    return np.array([quad(integrand, lo, hi, epsabs=1e-12, limit=200)[0]
                     for lo, hi in zip(edges[:-1], edges[1:])])


# Frequency integral against the time-domain response
for i in range(tree.n):
    lobes = half_waves(i, 13)
    excess = tree.v(i, tree.elmore(i)) - 0.5
    assert np.all(lobes[::2] > 0) and np.all(lobes[1::2] < 0)
    assert np.all(np.diff(np.abs(lobes)) < 0)
    # an alternating decreasing series errs by less than its next term
    assert abs(lobes[:12].sum() - excess) <= abs(lobes[12]) + 1e-8

# The bound itself: worked tree and random trees
for i in range(tree.n):
    assert tree.t50(i) < tree.elmore(i)
rng = np.random.default_rng(7)
tree_count, node_count, lowest = 500, 0, 1.0
for _ in range(tree_count):
    n = int(rng.integers(2, 12))
    parent = [-1] + [int(rng.integers(max(0, k - 3), k))
                     for k in range(1, n)]
    trial = Tree(parent, 10**rng.uniform(-1.5, 1.5, n),
                 10**rng.uniform(-1.5, 1.5, n))
    for i in range(n):
        value = trial.v(i, trial.elmore(i))
        assert value > 0.5
        lowest = min(lowest, value)
        node_count += 1

# A tree whose impulse response has two maxima
two = Tree([-1, 0, 0, 2], [0.4, 0.1, 40.0, 10.0], [0.2, 200.0, 0.002, 2.0])
times = np.geomspace(1e-3, 1e3, 4000)
signal = np.array([two.h(2, t) for t in times])
step = np.diff(signal)
peaks = np.where((step[:-1] > 0) & (step[1:] <= 0))[0] + 1
dips = np.where((step[:-1] < 0) & (step[1:] >= 0))[0] + 1
assert len(peaks) == 2 and len(dips) == 1
assert two.t50(2) < two.elmore(2)

# Chains with impedance rising 100-fold per stage approach the bound
chain_rows = []
for n in (1, 2, 4, 8):
    scale = 100.0**np.arange(n)
    chain = Tree(range(-1, n - 1), scale, 1 / scale)
    ratio = chain.t50(n - 1) / chain.elmore(n - 1)
    limit = gamma.ppf(0.5, n) / n
    # finite impedance step leaves a coupling of order one percent
    assert abs(ratio - limit) < 0.01 and ratio < 1
    chain_rows.append((n, ratio, limit))
assert abs(chain_rows[0][1] - np.log(2)) < 1e-10
assert np.all(np.diff([row[1] for row in chain_rows]) > 0)

print("Worked tree (parent 0 = source)")
print("node parent R/kohm C/fF  Elmore/ps  t50/ps  t50/Elmore  v(Elmore)")
for i in range(tree.n):
    T, t = tree.elmore(i), tree.t50(i)
    print(f"{i+1:3d} {tree.parent[i]+1:5d} {tree.R[i]:7.1f} {tree.C[i]:6.1f}"
          f" {T:10.2f} {t:9.2f} {t/T:9.4f} {tree.v(i, T):10.4f}")
p, z = tree.stage(0)
print("First-stage poles, 1/ps:", " ".join(f"{x:.5f}" for x in p))
print("First-stage zeros, 1/ps:", " ".join(f"{x:.5f}" for x in z))
lobes = half_waves(3, 13)
print("Node 4, first four half-wave contributions to v - 1/2 (no unit):")
print("  " + " ".join(f"{x:.6f}" for x in lobes[:4]))
print(f"Node 4, sum of 12 half-waves: {lobes[:12].sum():.6f}")
print(f"Node 4, v(Elmore) - 1/2 from time domain: "
      f"{tree.v(3, tree.elmore(3)) - 0.5:.6f}")
print(f"Random trees: {tree_count}, nodes tested: {node_count}")
print(f"Lowest v(Elmore) among them: {lowest:.4f}")
print("Tree with two maxima, observed at node 3 (parent 0 = source)")
for k in range(two.n):
    print(f"  node {k+1}: parent {two.parent[k]+1}, R = {two.R[k]:g} kohm,"
          f" C = {two.C[k]:g} fF")
for name, j in (("first maximum", peaks[0]), ("minimum", dips[0]),
                ("second maximum", peaks[1])):
    print(f"  {name}: t = {times[j]:.4g} ps, h = {signal[j]:.5g} 1/ps")
print(f"  Elmore = {two.elmore(2):.2f} ps, t50 = {two.t50(2):.2f} ps")
print("Chains, impedance factor 100 per stage: t50/Elmore at the end")
for n, ratio, limit in chain_rows:
    print(f"  stages {n}: {ratio:.4f}; isolated-stage limit {limit:.4f}")
print("checks complete")
```

It prints:

```
Worked tree (parent 0 = source)
node parent R/kohm C/fF  Elmore/ps  t50/ps  t50/Elmore  v(Elmore)
  1     0     1.0    5.0      98.00     39.33    0.4013     0.6628
  2     1     0.5   10.0     129.50     81.47    0.6291     0.6389
  3     2     0.5   10.0     144.50     98.16    0.6793     0.6348
  4     3     0.5   20.0     154.50    108.53    0.7025     0.6340
  5     2     0.8   15.0     147.90    101.55    0.6866     0.6350
  6     5     0.8    8.0     154.30    108.10    0.7006     0.6346
  7     1     2.0   30.0     158.00    112.74    0.7136     0.6279
First-stage poles, 1/ps: 0.00668 0.01759 0.04569 0.20847 0.30694 0.53447 0.94474
First-stage zeros, 1/ps: 0.01667 0.01962 0.04572 0.24383 0.34152 0.69723
Node 4, first four half-wave contributions to v - 1/2 (no unit):
  0.147055 -0.017918 0.007237 -0.003834
Node 4, sum of 12 half-waves: 0.133840
Node 4, v(Elmore) - 1/2 from time domain: 0.133955
Random trees: 500, nodes tested: 3203
Lowest v(Elmore) among them: 0.5960
Tree with two maxima, observed at node 3 (parent 0 = source)
  node 1: parent 0, R = 0.4 kohm, C = 0.2 fF
  node 2: parent 1, R = 0.1 kohm, C = 200 fF
  node 3: parent 1, R = 40 kohm, C = 0.002 fF
  node 4: parent 3, R = 10 kohm, C = 2 fF
  first maximum: t = 0.01597 ps, h = 0.9191 1/ps
  minimum: t = 0.2918 ps, h = 0.0031982 1/ps
  second maximum: t = 50.02 ps, h = 0.0038675 1/ps
  Elmore = 160.96 ps, t50 = 126.90 ps
Chains, impedance factor 100 per stage: t50/Elmore at the end
  stages 1: 0.6931; isolated-stage limit 0.6931
  stages 2: 0.8373; isolated-stage limit 0.8392
  stages 4: 0.9162; isolated-stage limit 0.9180
  stages 8: 0.9574; isolated-stage limit 0.9587
checks complete
```
